# Quadratic vacancy enthalpy and the bias of high-temperature Arrhenius fits

A first-principles calculation on a static lattice gives the vacancy formation enthalpy at zero temperature. An enthalpy taken from the slope of $\ln c$ against $1/T$ close to melting, where $c$ is the site fraction of vacancies, belongs to a much higher temperature. If the two are treated as the same quantity, their difference may be wrongly blamed on the electronic-structure method, and the high-temperature line, extended to lower temperatures, may give too low a vacancy content there. Both errors arise when the formation entropy rises with temperature, even if every data point lies close to a straight line.

## Assumptions and theorem

All formation quantities refer to one vacancy at fixed pressure: $G$ is the Gibbs energy without the entropy of mixing, $H$ the enthalpy, $S$ the entropy. The site fraction of vacancies is $c$, and $k$ is Boltzmann's constant. Energies are in eV and temperatures in K.

1. The entropy is $S(T)=S_0+\alpha T$, with constant $S_0$ and $\alpha$. Strict proportionality is the case $S_0=0$.
2. $H_0$ is the limit of $H(T)$ as $T\to0$ under this law. The law is classical, so $H_0$ is the static enthalpy; zero-point corrections are treated separately below.
3. Vacancies are in equilibrium and do not interact.
4. A straight line is fitted to $y_i=\ln c(T_i)$ against $x_i=1/T_i$ by least squares, with weights $w_i>0$ and at least two distinct temperatures. The fitted enthalpy $H_{\rm fit}$ is $-k$ times the slope, and the fitted entropy $S_{\rm fit}$ is $k$ times the intercept.

**Theorem.** Under these assumptions
$$H(T)=H_0+\tfrac12\alpha T^2,\qquad G(T)=H_0-S_0T-\tfrac12\alpha T^2,$$
$$H_{\rm fit}=H_0+\tfrac{\alpha}{2}\langle T_iT_j\rangle,\qquad S_{\rm fit}=S_0+\tfrac{\alpha}{2}\langle T_i+T_j\rangle .$$
Here $\langle\cdot\rangle$ is the average over pairs of data points with weights $P_{ij}=w_iw_j(x_i-x_j)^2$. If $\alpha>0$, then
$$H_0<H(T_{\min})<H_{\rm fit}<H(T_{\max}).$$

The sign of the error is the sign of $\alpha$. For $\alpha<0$ the fit underestimates $H_0$; for $\alpha=0$ it returns $H_0$, whatever the value of $S_0$.

## Where a linear entropy comes from

The theorem takes the linear law as given. A minimal model of local Grüneisen behaviour shows how it can arise. Let a bond near the vacancy have stretch $u$ and stiffness $K$, and let the stretch soften $n$ local vibrations, $\omega(u)=\omega_0e^{-gu}$, where $g$ is a local Grüneisen coupling. At zero pressure the potential energy is
$$V=\tfrac12Ku^2+\sum_{a=1}^{n}\tfrac12\kappa e^{-2gu}q_a^2,\qquad \kappa=m\omega_0^2 .$$
Each integral over $q_a$ is Gaussian and gives $\sqrt{2\pi kT/\kappa}\,e^{gu}$. The remaining integral is
$$\int e^{-Ku^2/(2kT)+ngu}\,du=\sqrt{\frac{2\pi kT}{K}}\;\exp\!\left(\frac{n^2g^2kT}{2K}\right),$$
by completing the square about $\bar u=ngkT/K$. Taking $-kT\ln$ of the product, the coupling contributes
$$F_g=-\frac{(ngkT)^2}{2K}$$
to the free energy, with no further terms within this classical model.

A formation quantity is the defect value minus the bulk value (subscripts d and b). The masses are the same in both, so the kinetic factors cancel. Differentiating, $S=-dF/dT$ gives $S=S_0+\alpha T$ with
$$S_0=\tfrac12k\ln\frac{K_b}{K_d}+nk\ln\frac{\omega_b}{\omega_d},\qquad
\alpha=n^2k^2\left(\frac{g_d^2}{K_d}-\frac{g_b^2}{K_b}\right),$$
summed over affected bonds if these are independent. Thus $\alpha>0$ when $g^2/K$ is larger near the vacancy than in the bulk. The model also shows that proportionality is a special case: a harmonic constant $S_0$ generally accompanies the linear term.

The enthalpy rise has a mechanical meaning here. Since $\langle u^2\rangle=kT/K+\bar u^2$, the mean bond energy is $\tfrac12kT+\tfrac12K\bar u^2$. The first part is equipartition and cancels between defect and bulk. The second equals $(ngkT)^2/(2K)$, the elastic energy of a stretch that grows in proportion to $T$.

Direct quadrature of the partition function tests this result. In reduced units with $k=1$, $n=2$, $K_d=0.6$, $g_d=0.3$, $K_b=1$, $g_b=0.2$ and equal $\omega_0$, the formulas give $S=0.25541+0.4400\,T$. Quadrature gives $0.29941$, $0.34341$ and $0.43141$ at $T=0.1$, $0.2$ and $0.4$, in agreement. This supports the derivation for the model; whether a given metal follows the linear law must be established for that metal.

## Lemma 1: the quadratic enthalpy

At fixed pressure $dG/dT=-S$. As $T\to0$, $TS\to0$, so $G(0)=H_0$. Integration gives
$$G(T)=H_0-\int_0^T(S_0+\alpha t)\,dt=H_0-S_0T-\tfrac12\alpha T^2 .$$
Then
$$H=G+TS=H_0-S_0T-\tfrac12\alpha T^2+S_0T+\alpha T^2=H_0+\tfrac12\alpha T^2 .\qquad\blacksquare$$

The constant $S_0$ has cancelled. The same result follows from $dH/dT=T\,dS/dT=\alpha T$: an entropy that rises with temperature requires a formation heat capacity, and that heat capacity raises the enthalpy. For $\alpha>0$ the enthalpy rises, while $G$ falls wherever $S>0$, because $dG/dT=-S$. The product $TS$ grows by twice as much as $H$ does when $S_0=0$. In that case
$$H(T)+G(T)=2H_0, \tag{1}$$
so $H_0$ lies midway between the enthalpy and the Gibbs energy at every temperature.

## Lemma 2: the site fraction

Let a crystal contain $N$ atoms and $v$ vacancies on $N+v$ sites. Its free energy relative to the perfect crystal is $\Phi=vG-kT\ln W$, with $W=(N+v)!/(N!\,v!)$. Stirling's formula gives
$$\ln W=N\ln\frac{N+v}{N}+v\ln\frac{N+v}{v}.$$
Differentiating at fixed $N$,
$$\frac{\partial\ln W}{\partial v}=\frac{N}{N+v}+\ln\frac{N+v}{v}+\frac{v}{N+v}-1=\ln\frac{N+v}{v}.$$
The condition $\partial\Phi/\partial v=0$ therefore reads $G=kT\ln[(N+v)/v]$. Since $\partial^2\Phi/\partial v^2=kT[1/v-1/(N+v)]>0$, this is a minimum. With $c=v/(N+v)$,
$$\ln c=-\frac{G}{kT}=\frac{S_0}{k}-\frac{H_0}{kT}+\frac{\alpha T}{2k}.\qquad\blacksquare \tag{2}$$

In terms of $x=1/T$ the last term is $\alpha/(2kx)$, so the local slope satisfies
$$-k\frac{d\ln c}{dx}=H_0+\frac{\alpha}{2x^2}=H(T).$$
An Arrhenius plot thus measures the enthalpy at the temperature of the measurement.

## Lemma 3: a fitted line is an average over pairs

For any data $(x_i,y_i)$, let $b_{ij}$ and $a_{ij}$ be the slope and intercept of the line through points $i$ and $j$:
$$b_{ij}=\frac{y_i-y_j}{x_i-x_j},\qquad a_{ij}=\frac{x_iy_j-x_jy_i}{x_i-x_j}.$$
The least-squares slope and intercept are $b=\langle b_{ij}\rangle$ and $a=\langle a_{ij}\rangle$.

*Proof.* Write $[f]=\sum_iw_if_i$. Minimising $\sum_iw_i(y_i-a-bx_i)^2$ gives the normal equations
$$a[1]+b[x]=[y],\qquad a[x]+b[x^2]=[xy].$$
With $D=[1][x^2]-[x]^2$ their solution is
$$b=\frac{[1][xy]-[x][y]}{D},\qquad a=\frac{[x^2][y]-[x][xy]}{D}.$$
Now expand three double sums, using the symmetry between $i$ and $j$:
$$\tfrac12\sum_{ij}w_iw_j(x_i-x_j)^2=[1][x^2]-[x]^2=D,$$
$$\tfrac12\sum_{ij}w_iw_j(x_i-x_j)(y_i-y_j)=[1][xy]-[x][y],$$
$$\tfrac12\sum_{ij}w_iw_j(x_i-x_j)(x_iy_j-x_jy_i)=[x^2][y]-[x][xy].$$
The summands on the left are $P_{ij}$, $P_{ij}b_{ij}$ and $P_{ij}a_{ij}$. Dividing the second and third lines by the first proves the claim. Pairs with equal temperatures have zero weight and drop out. $\blacksquare$

## Proof of the theorem

Lemma 1 gives $H$ and $G$. For the fit, insert (2) into the pair slope. Because
$$\frac1{x_i}-\frac1{x_j}=-\frac{x_i-x_j}{x_ix_j}=-(x_i-x_j)T_iT_j,$$
the slope is $b_{ij}=-(H_0+\tfrac12\alpha T_iT_j)/k$, and the pair enthalpy is
$$H_{ij}=-kb_{ij}=H_0+\tfrac12\alpha T_iT_j .$$
The intercept follows from $a_{ij}=y_i-b_{ij}x_i$:
$$ka_{ij}=S_0-\frac{H_0}{T_i}+\frac{\alpha T_i}{2}+\frac{H_0}{T_i}+\frac{\alpha T_j}{2}=S_0+\tfrac12\alpha(T_i+T_j).$$
Lemma 3 turns these into the stated averages. Every pair with nonzero weight has $T_i\ne T_j$, hence $T_{\min}^2<T_iT_j<T_{\max}^2$. The average obeys the same strict inequalities. Multiplication by $\alpha/2>0$ and addition of $H_0$ complete the proof. $\blacksquare$

**Remark on noise.** The estimates are linear in $y_i$. Scatter of zero mean in $\ln c$, with weights fixed beforehand, leaves their expectation unchanged, so more data of the same kind do not remove the bias.

**Remark on other entropy laws.** For a general $S(T)$ the pair enthalpy is the mean of $H$ over the interval of $x$ between the points, since $-k\,dy/dx=H$. If $S$ increases with $T$, then $dH/dT=T\,dS/dT>0$ and every such mean exceeds $H(0)$. The overestimate therefore survives without linearity; its size, $\tfrac12\alpha\langle T_iT_j\rangle$, does not.

## Why the curvature is easily missed

Take the line through two points $T_1<T_2$. Subtracting (2) from it gives
$$\ln\frac{c_{\rm line}}{c}=\frac{\alpha}{2k}\left(T_1+T_2-\frac{T_1T_2}{T}-T\right)=-\frac{\alpha(T-T_1)(T-T_2)}{2kT}. \tag{3}$$
The derivative of the bracket, $T_1T_2/T^2-1$, vanishes at $T=\sqrt{T_1T_2}$, where the deviation reaches its maximum within the window,
$$\frac{\alpha}{2k}\left(\sqrt{T_2}-\sqrt{T_1}\right)^2 .$$
This is second order in the width of the window, whereas the enthalpy error $\tfrac12\alpha T_1T_2$ does not vanish as the window narrows. Inside the window the excess enthalpy is nearly compensated by the fitted entropy. Below it the compensation fails: for $T\to0$ the logarithm in (3) is dominated by the term $-\alpha T_1T_2/(2kT)$, and for $\alpha>0$ the line underestimates $c$ by an unbounded factor.

## Example with copper-like parameters

Take $H_0=1.10$ eV, $\alpha=2.5\times10^{-7}$ eV/K² and $S_0=0$, with eight equally weighted temperatures from 1000 to 1350 K in steps of 50 K. At 1350 K the entropy is $3.92k$ and
$$\tfrac12\alpha T^2=1.25\times10^{-7}\times1350^2=0.228\ \text{eV}.$$
Hence $H=1.328$ eV, $G=0.872$ eV and $c=5.5\times10^{-4}$. At 1000 K, $H=1.225$ eV and $c=1.2\times10^{-5}$.

The pair average gives $\sqrt{\langle T_iT_j\rangle}=1160.8$ K, so
$$H_{\rm fit}-H_0=1.25\times10^{-7}\times1160.8^2=0.168\ \text{eV}.$$
The fit returns 1.268 eV (122.4 kJ/mol) instead of 1.100 eV (106.1 kJ/mol), an excess of 15 % of $H_0$. The fitted entropy is $3.38k$.

The curvature that would reveal this is small. The line through the end points departs from the true $\ln c$ by at most 0.038 inside the window, and the eight-point fit leaves an rms residual of 0.014. Scatter of 5 % in $c$ would hide both. At 600 K, equation (3) with $\alpha/k=2.901\times10^{-3}$ K⁻¹ gives
$$\ln\frac{c_{\rm line}}{c}=-\frac{2.901\times10^{-3}}{2}\,\frac{(-400)(-750)}{600}=-0.725,$$
a factor 0.484; the eight-point line gives 0.475. The extrapolated equilibrium vacancy content is about half the model's value. A vacancy-mediated diffusion coefficient proportional to $c$ is too small by the same factor if the jump rate is held fixed.

## Recovering the zero-temperature enthalpy

If $S_0=0$ is justified, equation (2) has two unknowns, as the Arrhenius line has. One fits $\ln c$ with the functions $1/T$ and $T$, without a constant. On noise-free model data this returns the input values of $H_0$ and $\alpha$.

For independent 5 % scatter at every temperature, an idealisation that requires $c$ to be resolved to about $6\times10^{-7}$ at 1000 K, the standard error of $H_0$ from this fit is 0.009 eV, against 0.018 eV for $H_{\rm fit}$ from the Arrhenius line. Identity (1) explains the factor of about two: $H_0=\tfrac12(H+G)$, where $H$ comes from the slope and $G=-kT\ln c$ from the much better determined level. The slope error enters with a factor one half.

The assumption about $S_0$ matters. With a constant present, $\tfrac12(H+G)=H_0-\tfrac12S_0T$, so ignoring $S_0=1k$ should lower the result by about $\tfrac12kT\approx0.05$ eV near 1160 K. The fit gives a bias of $-0.050$ eV. Leaving $S_0$ free removes this bias but raises the standard error of $H_0$ to 0.21 eV, larger than the effect sought. Eight points with this scatter then cannot separate $H_0$ from $\alpha$ usefully; a computed $S_0$, a much smaller statistical error or accurate data at much lower temperatures would be needed. The last is difficult in practice, because $c$ falls steeply on cooling.

## Comparison with the real metal and neglected effects

The parameters are rough, copper-like choices and are not fitted to data. The melting point of copper lies just above the window, and a vacancy fraction of a few $10^{-4}$ near melting has the right order of magnitude. The slope $\alpha$ is an input here, so the excess of 0.17 eV is a consequence of that choice and not a prediction for copper. The linear law up to melting is also an assumption. Adding $\beta T^2$ to $S$, at fixed $H_0$ and $\alpha$, adds $-\beta T^3/3$ to $G$ and $2\beta T^3/3$ to $H$. If the new term reaches 10 % of the linear one at 1350 K, $H_{\rm fit}$ rises by a further 0.02 eV.

Divacancies matter if the experiment counts all vacant sites. With $z=12$ neighbours there are $z/2$ pair orientations per site and two vacancies in each pair. To leading order in $c$, the ratio of paired to single vacancies is $zc\,e^{E_b/kT}$. For a rough binding energy $E_b=0.10$ eV it is 1.6 % at 1350 K. The fraction $c$ of Lemma 2 already includes pairs that form by chance, so binding raises the total fraction of vacant sites only by the factor $1+zc\,(e^{E_b/kT}-1)$. This is 0.9 % at 1350 K, and $H_{\rm fit}$ rises by 0.003 eV. The value 0.0046 eV in the numerical output does not subtract the chance pairs and is an overestimate.

Quantum vibrations alter the meaning of zero temperature. Suppose 36 modes with a rough Einstein temperature $\theta=250$ K are softened by the vacancy to a frequency ratio $r=0.9726$, which gives a classical entropy $-36k\ln r=1k$. Their zero-point energy changes by
$$\tfrac12\,36\,k\theta(r-1)=-0.011\ \text{eV},$$
while $H_{\rm fit}$ changes by less than 0.001 eV. In the local model each vibration has energy $k\theta/2$ at $T=0$ in place of the classical $kT$. Minimising over $u$ to leading order in $g$, with $u$ itself treated classically, replaces $T$ by $\theta/2$ in $F_g$ and gives $-\alpha\theta^2/8=-0.002$ eV. This holds only when the stretch is slow compared with the vibrations. Quantum motion of $u$ enters at the same order in $g$: for a stretch frequency equal to $\omega_0$ it multiplies the term by $1-4/(3n)$, which leaves one third for $n=2$ and reverses the sign for $n=1$. The harmonic term dominates in either case. For these signs the true 0 K enthalpy lies roughly 0.01 eV below $H_0$, which slightly enlarges the overestimate. A vacancy that stiffened its surroundings would reverse the harmonic shift.

None of these corrections, at the sizes assumed, approaches 0.17 eV. A measured slope should therefore be compared with the slope of a line fitted to computed values of $\ln c$ at the same temperatures and with the same weights. If the points are evenly spaced over a window like the one used here and have equal weights, a smooth computed $H(T)$ averaged uniformly in $1/T$ over the window is a good approximation to the fitted enthalpy; weights that favour one end of the window make it less accurate. In the example, weights proportional to $c^2$ put the fitted enthalpy 0.03 eV above this average. If the linear law holds and $\alpha$ is known independently, the slope can instead be reduced by $\tfrac12\alpha\langle T_iT_j\rangle$ before comparison with a static calculation. The numerical output below lists the values used here.

## Table of computed values

```
Local model, reduced units: S/kB at kT = 0.1, 0.2, 0.4: 0.29941 0.34341 0.43141
Local model: constant 0.25541, slope 0.4400
Input H0 = 1.100 eV, alpha = 2.50e-07 eV/K^2
alpha/kB = 2.901e-03 1/K
Temperatures (K): 1000 1050 1100 1150 1200 1250 1300 1350
T = 300 K: S = 0.870 kB, H = 1.1113 eV, G = 1.0888 eV, c = 5.126e-19
T = 600 K: S = 1.741 kB, H = 1.1450 eV, G = 1.0550 eV, c = 1.375e-09
T = 1000 K: S = 2.901 kB, H = 1.2250 eV, G = 0.9750 eV, c = 1.220e-05
T = 1350 K: S = 3.917 kB, H = 1.3278 eV, G = 0.8722 eV, c = 5.546e-04
Eight-point fit: H_fit = 1.2684 eV = 122.4 kJ/mol
H0 = 106.1 kJ/mol
Overestimate H_fit - H0 = 0.1684 eV (15.3 % of H0)
Fitted entropy S_fit = 3.384 kB
Effective temperature sqrt<TiTj> = 1160.8 K
rms residual of ln c in the fit = 0.0142
Two-point line: H = 1.2688 eV, S = 3.409 kB
Largest two-point deviation of ln c = 0.0380 at 1161.9 K
c(line)/c(true) at 600 K: two-point 0.484, eight-point 0.475
Assumed scatter of c = 5 %
Standard error of H_fit, Arrhenius = 0.0180 eV
Standard error of H0, fit in 1/T and T = 0.0091 eV
Standard error of H0, three parameters = 0.210 eV
Noise-free fit in 1/T and T: H0 = 1.1000 eV, alpha = 2.500e-07 eV/K^2
Bias of that H0 if S0 = 1 kB is ignored = -0.0499 eV
Divacancies: binding 0.10 eV, vacancies in pairs / single at 1350 K = 1.57 %
Divacancy shift of H_fit = +0.0046 eV
Quantum vibrations: Einstein temperature 250 K, 36 modes, frequency ratio 0.9726
Harmonic entropy at 1350 K = 0.9972 kB
Quantum harmonic shift of H_fit = -0.00076 eV
Harmonic zero-point shift of 0 K enthalpy = -0.0106 eV
Local anharmonic zero-point shift = -0.0020 eV
Quadratic entropy term (10 % at 1350 K): shift of H_fit = +0.0195 eV
```
